# Splitting of the Germanium L Valleys by Uniaxial [111] Stress, part 1

(Sections cited here and not found follow in the second part.)

## First half: how strain moves one valley

### Definitions and conventions

The axes $x,y,z$ lie along the cube edges of the germanium crystal. A uniform deformation carries the lattice point $\mathbf r'$ to $\mathbf r=(1+\varepsilon)\mathbf r'$, where $\varepsilon$ is a symmetric $3\times3$ matrix, the strain tensor. An antisymmetric part would be a small rigid rotation, which turns the crystal without changing its energies, so it is left out. Volumes change by the factor $\det(1+\varepsilon)$, which is $1+\mathrm{Tr}\,\varepsilon$ to first order.

Two measures of shear are in use. The tensor component is $\varepsilon_{yz}$; the engineering shear is $\gamma_{yz}=2\varepsilon_{yz}$, the change of the angle between two lines that were parallel to $y$ and $z$. The compliance $S_{44}$ is defined with the engineering shear,

$$\gamma_{yz}=2\varepsilon_{yz}=S_{44}\,\sigma_{yz},$$

where $\sigma$ is the stress tensor. The factor 2 matters later: it is the difference between a coefficient of four-ninths and one of eight-ninths.

The uniaxial stress is $X$, positive in tension and negative in compression. Energies are electron energies, so a positive shift raises a conduction-band edge.

The lowest conduction-band minima of unstrained germanium lie at the L points of the Brillouin zone. One of them is

$$\mathbf k_L=\frac{2\pi}{a}\left(\tfrac12,\tfrac12,\tfrac12\right),$$

with $a$ the cubic lattice constant. The vector $2\mathbf k_L=(2\pi/a)(1,1,1)$ belongs to the reciprocal lattice, so $\mathbf k_L$ and $-\mathbf k_L$ label the same Bloch state. The eight directions of the type $\langle111\rangle$ therefore give four valleys, not eight. I label them by unit vectors

$$\mathbf n=\frac{1}{\sqrt3}(s_x,s_y,s_z),$$

with the sign sets $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$. Reversing all three signs names the same valley again, so a correct formula must not change under $\mathbf n\to-\mathbf n$.

Everything is worked to first order in strain unless a higher order is named. The crystal is bulk material under uniform strain.

### The simplest case: equal strain in all directions

Take $\varepsilon=e\,\mathbb 1$, a pure change of size. The crystal keeps its full cubic symmetry, and the symmetry operations that carried one L valley into another before the deformation still do so. The four edges must move together. To first order their common shift is a single constant times $e$.

This case contains no splitting. A splitting needs a strain that treats the four body diagonals differently. Before asking how large it is, I need to know where the valley minimum sits in a deformed crystal and how many constants govern its energy.

### The minimum stays at the L point

Germanium has two atoms in its primitive cell. A uniform strain deforms the cell, and the two atoms may also move relative to each other, because the strain alone does not fix their separation. In either case the two atoms are of the same kind, and inversion through the midpoint between them exchanges them. It also maps the deformed lattice onto itself, as inversion does for every lattice. The deformed crystal therefore has inversion symmetry, and its band energy obeys

$$E(\mathbf k)=E(-\mathbf k).$$

A reciprocal-lattice vector $\mathbf G$ becomes $(1+\varepsilon)^{-1}\mathbf G$ in the deformed crystal, since its products with the lattice vectors must stay multiples of $2\pi$. The L point moves with it and remains half of a reciprocal-lattice vector. For a small offset $\boldsymbol\delta$ from this moved point, inversion followed by a shift through $2\mathbf k_L$ gives

$$E(\mathbf k_L+\boldsymbol\delta)=E(-\mathbf k_L-\boldsymbol\delta)=E(\mathbf k_L-\boldsymbol\delta).$$

The energy is even in $\boldsymbol\delta$. For a band that is not degenerate with another at L, the energy is smooth there and its gradient vanishes. The strained L point is stationary.

Stationary does not by itself mean minimum. In the unstrained crystal, however, the three curvatures are positive, and a small strain changes them by small amounts. They stay positive, so the minimum stays too. The argument fails if the strain is large enough to reverse a curvature or to bring another band to the same energy. Within its range, the shift of the valley edge is the shift of one energy level at L, and no search for a displaced minimum is needed.

### The level shift is linear in the strain tensor

To compare the deformed crystal with the original one, use the undeformed coordinate $\mathbf r'$, with $\mathbf r=(1+\varepsilon)\mathbf r'$. Since $\varepsilon$ is symmetric, the momentum operators are related by $\mathbf p=(1+\varepsilon)^{-1}\mathbf p'$. Expanding the inverse squared to first order,

$$(1+\varepsilon)^{-2}=\mathbb 1-2\varepsilon+\dots,$$

so the kinetic energy becomes

$$\frac{p^2}{2m}=\frac{p'^2}{2m}-\frac1m\sum_{ij}\varepsilon_{ij}\,p'_ip'_j+\dots$$

The potential of the deformed crystal, written in terms of $\mathbf r'$, has the period of the original lattice. If the potential responds smoothly to strain, it is the old potential plus terms linear in $\varepsilon_{ij}$. The relative displacement of the two atoms is itself linear in strain and adds to these terms.

The Bloch phase needs the same care. At the moved L point,

$$\mathbf k\cdot\mathbf r=\left[(1+\varepsilon)^{-1}\mathbf k_L\right]\cdot\left[(1+\varepsilon)\mathbf r'\right]=\mathbf k_L\cdot\mathbf r'.$$

The boundary conditions in $\mathbf r'$ are those of the unstrained L point. The strain has become an ordinary perturbation $\sum_{ij}\varepsilon_{ij}H_{ij}$ in a fixed problem. For a nondegenerate level, first-order perturbation theory gives

$$\delta E=\sum_{ij}D_{ij}\,\varepsilon_{ij},$$

where $D_{ij}$ is the expectation value of $H_{ij}$ and can be taken symmetric because $\varepsilon$ is.

Spin does not spoil this. Inversion combined with time reversal keeps each level doubly degenerate at every $\mathbf k$, strained or not, so the two spin partners shift by the same amount.

### Symmetry leaves two constants

A symmetric matrix $D$ has six independent components. For the valley along $[111]$, most of them are tied together by the threefold axis. The rotation by $120^\circ$ about $[111]$ permutes the axes, $x\to y\to z\to x$. It maps the unstrained crystal onto itself and leaves this valley in place. It also turns a crystal with strain $\varepsilon$ into one with the rotated strain, relaxed atoms included. A rotated copy has the same energy at the same valley, so $D$ must be unchanged by the permutation:

$$D_{xx}=D_{yy}=D_{zz}=A,\qquad D_{xy}=D_{yz}=D_{zx}=B.$$

The matrix with every entry equal to 1 is $3\,\mathbf n\mathbf n^{T}$ for $\mathbf n=(1,1,1)/\sqrt3$, because each product $n_in_j$ is $1/3$. Splitting $D$ into a multiple of the unit matrix and a multiple of this one,

$$D=(A-B)\,\mathbb 1+3B\,\mathbf n\mathbf n^{T}.$$

On the diagonal this returns $A-B+B=A$, and off the diagonal it returns $B$, as it should. The usual names of the two coefficients are $\Xi_d=A-B$, the dilatation deformation potential, and $\Xi_u=3B$, the uniaxial one. Then

$$\delta E(\mathbf n)=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .$$

The other valleys follow from half-turns about the cube axes. The half-turn about $x$, for example, sends $(1,1,1)$ to $(1,-1,-1)$, which names the same valley as $(-1,1,1)$. Each half-turn is a symmetry of the unstrained crystal, so the formula holds for all four valleys with the same two constants and with the appropriate $\mathbf n$. It is quadratic in $\mathbf n$ and therefore indifferent to the sign of $\mathbf n$.

### Limits that give the constants a meaning

For the pure change of size, $\mathrm{Tr}\,\varepsilon=3e$ and $\mathbf n\cdot\varepsilon\cdot\mathbf n=e$, so

$$\delta E=(3\Xi_d+\Xi_u)\,e$$

for every valley, in agreement with the first case.

For a stretch along the valley axis alone, $\varepsilon=e\,\mathbf n\mathbf n^T$, both the trace and the projection equal $e$, and the shift is $(\Xi_d+\Xi_u)e$. For an equal stretch in the two directions across the axis, $\varepsilon=e(\mathbb 1-\mathbf n\mathbf n^T)$, the trace is $2e$ and the projection is zero. The shift is $2\Xi_d e$, or $\Xi_d e$ for each of the two directions. Thus $\Xi_u e$ is the shift caused by a stretch $e$ along the valley axis minus the shift caused by the same stretch along a single direction across it.

The value of $\Xi_d$ depends on the zero of energy chosen for crystals of different volume. A common energy added to all levels, proportional to $\mathrm{Tr}\,\varepsilon$, changes $\Xi_d$ and nothing else in the formula. It cannot affect the energy difference between two valleys of the same crystal.

### All four valleys at once

Insert $n_i=s_i/\sqrt3$. Since $s_i^2=1$, the diagonal terms combine into the trace, while each off-diagonal component occurs twice:

$$\mathbf n\cdot\varepsilon\cdot\mathbf n=\frac13\mathrm{Tr}\,\varepsilon+\frac23\left(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx}\right).$$

Over the four valleys, $s_xs_y$ takes the values $1,-1,-1,1$, whose sum is zero. The products $s_ys_z$ and $s_zs_x$ also take each sign twice. The mean shift, or centre of gravity, is therefore

$$\overline{\delta E}=\left(\Xi_d+\frac{\Xi_u}{3}\right)\mathrm{Tr}\,\varepsilon .$$

Diagonal strain moves the centre of gravity in proportion to its trace and does not split the valleys. Shear strain in the cube axes splits them and leaves the centre of gravity where it was. Both statements are first-order statements about the L valleys.

### A numerical trial with a strain of no special symmetry

The two-constant law can be tested on a Hamiltonian that does not contain it. I use a local empirical pseudopotential for a germanium-like crystal with $a=5.66$ Å and 90 plane waves at each L point. The form factors are rough, namely $-0.23$, $0.01$ and $0.06$ Ry at squared wave numbers 3, 8 and 11 in units of $(2\pi/a)^2$, joined by a cubic spline in the squared wave number that starts at $-0.6$ Ry at zero, ends at zero at 14, has zero slope at both ends, and vanishes beyond. The atoms shift inside the strained cell, with an internal displacement parameter of 0.5; the value 0 would carry them along with the uniform strain, and the value 1 would keep the bond lengths fixed under shear to first order. Spin-orbit coupling is left out. The edge level at L is 2.04 eV above the level below it and 3.26 eV below the next one, so it is well isolated.

Two simple strains, the pure change of size and the stretch along $[111]$, are applied to the $[111]$ valley. They give $\Xi_d=-13.854$ eV, on the model's arbitrary energy reference, and $\Xi_u=9.066$ eV. These digits belong to the 90-wave basis; with 330 or more plane waves $\Xi_u$ settles at 9.085 eV. The interpolation matters far more, because strain samples the slopes of the form factor: changing its value at zero wave number to $-0.4$ or $-0.9$ Ry leaves the unstrained levels alone but gives $\Xi_u$ of about 13 or 3 eV. The trial tests the form of the law within one fixed model, not the values of the constants. The next strain is proportional to

$$M=\begin{pmatrix}0.7&0.3&-0.5\\0.3&-0.4&0.9\\-0.5&0.9&0.2\end{pmatrix},$$

and the quantity compared is the slope of the edge energy with respect to the factor multiplying $M$. The trace is $0.5$. For the valley $(-1,1,1)$ the projection is

$$\frac{0.5+2(-0.3+0.9+0.5)}{3}=0.9,$$

so the law predicts $-13.854\times0.5+9.066\times0.9=1.232$ eV. Diagonalization gives 1.2327 eV, and the law evaluated with unrounded constants gives the same. For the valleys $(1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$, the law and the diagonalization agree at $-1.1850$, $-15.6909$ and $-6.0203$ eV. The four slopes differ widely, so this agreement tests the directional form of the law and not merely its average.

### The shear that singles out one diagonal

Now set the three shear components equal, $\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=s$, and let the diagonal components have a common value $e$. For the $[111]$ valley all three sign products are $+1$:

$$\mathbf n\cdot\varepsilon\cdot\mathbf n=e+\frac23(3s)=e+2s .$$

For each of the other three valleys, two products are $-1$ and one is $+1$:

$$\mathbf n\cdot\varepsilon\cdot\mathbf n=e+\frac23(-s)=e-\frac23s .$$

The trace is the same for all, so $\Xi_d$ and $e$ cancel in the difference:

$$E_{111}-E_{\text{other}}=\Xi_u\left(2s+\frac23s\right)=\frac83\,\Xi_u s .$$

One valley separates from three that stay together. In the limit $s\to0$ the splitting vanishes whatever the value of $e$, which is the first case again.

## Second half: from stress to the splitting

### Symbols and results carried over

The valley direction is $\mathbf n=(s_x,s_y,s_z)/\sqrt3$ with signs $s_i=\pm1$. The strain tensor is $\varepsilon$, the stress tensor is $\sigma$, and $X$ is the uniaxial stress, positive in tension. The edge of a valley shifts to first order by $\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n$, where $\Xi_d$ and $\Xi_u$ are the dilatation and uniaxial deformation potentials. The mean shift of the four valleys is $(\Xi_d+\Xi_u/3)\mathrm{Tr}\,\varepsilon$. With equal diagonal strains and three equal tensor shears $s$, the $[111]$ valley lies $(8/3)\Xi_us$ above the other three. What remains is to find $s$ from the stress.

To first order, two constants fix how strain shifts each L valley, and three equal tensor shears $s$ separate the $[111]$ valley from the other three by $(8/3)\,\Xi_u s$. It remains to find $s$ from the applied stress, and with it the splitting in terms of $X$.

Numerical values quoted here were computed with a short program.
